# All-electron overlap of PAW orbitals between two geometries with displaced spheres: verification in Python

```python
# PAW overlap between two geometries (atomic units), one sphere at 0 and one at d*z.
# T = 1 + sum_i |chi_i><p_i|, chi = phi - phit (AE minus pseudo partial wave), primes = moved.
# Result: <psi|psi'> = <ps|ps'> + P<chi|ps'> + <ps|chi'>P' + P D P',  D = <chi|chi'>,
# P = <p|ps>, P' = <p'|ps'>.  q = <phi|phi>-<phit|phit>, S = 1+|p>q<p|,
# n = <phi|dz phi>-<phit|dz phit>, M = <p|dz phit>, Q(d) = <phi|phi'>-<phit|phit'>.
# Slopes in d of exact minus shortcut: S_R: -n+qM, S_R': -n-M^T q, mixed |p>q<p'|: -n.
# Model: hydrogen-like ion Z=3, waves 2s,3s,2pz,3pz; radial part R = r^l u(r).
import numpy as np, sympy as sp
from numpy.polynomial.legendre import leggauss
from numpy.polynomial import Polynomial
from scipy.special import spherical_jn
from scipy.constants import physical_constants
from sympy.physics.wigner import wigner_3j

bohr_A = physical_constants['Bohr radius'][0]*1e10
Z, rc, d0, dfar = 3, 1.5, 0.3, 3.5
waves = [(2, 0), (3, 0), (2, 1), (3, 1)]
ls = [l for _, l in waves]
rs = sp.symbols('r', positive=True)
uae, duae, poly = [], [], []
for n_, l_ in waves:
    a = sp.Rational(2*Z, n_)
    N = sp.sqrt(a**3*sp.factorial(n_-l_-1)/(2*n_*sp.factorial(n_+l_)))
    u = N*a**l_*sp.expand(sp.assoc_laguerre(n_-l_-1, 2*l_+1, a*rs))*sp.exp(-a*rs/2)
    uae.append(sp.lambdify(rs, u, 'numpy'))
    duae.append(sp.lambdify(rs, sp.diff(u, rs), 'numpy'))
    rhs = [float(sp.diff(u, rs, m).subs(rs, rc)) for m in range(4)]
    A = [[Polynomial.basis(2*k).deriv(m)(rc) for k in range(4)] for m in range(4)]
    c = np.zeros(7); c[::2] = np.linalg.solve(A, rhs)
    poly.append(Polynomial(c))

def radial(kind, r):
    ins = r < rc
    f = {'ae': lambda i: uae[i](r),
         'ps': lambda i: np.where(ins, poly[i](r), uae[i](r)),
         'chi': lambda i: np.where(ins, uae[i](r)-poly[i](r), 0.0),
         'shp': lambda i: np.where(ins, (1-r*r/rc**2)**4*poly[i](r), 0.0),
         'dae': lambda i: duae[i](r),
         'dps': lambda i: np.where(ins, poly[i].deriv()(r), duae[i](r))}[kind]
    return np.array([f(i) for i in range(4)])

def orb(kind, r, z):
    return radial(kind, r)*np.array([np.sqrt((2*l+1)/(4*np.pi))*z**l for l in ls])

def panels(edges, n):
    x, w = leggauss(n); e = np.array(edges, float)
    h = np.diff(e)[:, None]/2; m = (e[1:]+e[:-1])[:, None]/2
    return (m+h*x).ravel(), (h*w).ravel()

def bipolar(d):
    D = abs(d)
    r1, w1 = panels(sorted({0., D, rc, abs(rc-D), rc+D, 3., 6., 10., 16., 25., 40.}), 32)
    x, w = leggauss(32); lo, hi = abs(r1-D), r1+D; mid = np.clip(rc, lo, hi)
    R2, W = [], []
    for a_, b_ in ((lo, mid), (mid, hi)):
        R2.append((a_+b_)[:, None]/2+(b_-a_)[:, None]/2*x); W.append((b_-a_)[:, None]/2*w)
    r2, w2 = np.hstack(R2), np.hstack(W); r1 = r1[:, None]+0*r2
    z1 = (r1**2+d*d-r2**2)/(2*d)
    return r1.ravel(), z1.ravel(), r2.ravel(), (z1-d).ravel(), (2*np.pi*r1*r2*w1[:, None]*w2/D).ravel()

# one-centre radial matrices
r, wr = panels([0, rc], 300)
ro, wo = panels([0, rc, 3, 6, 10, 16, 25, 40], 40)
same_l = np.equal.outer(ls, ls)
rl = np.array([r**l for l in ls])
one = lambda k1, k2: same_l*((radial(k1, r)*rl*wr*r*r) @ (radial(k2, r)*rl).T)
def nabla(k1, k2, r, w):
    f, g, dg = radial(k1, r), radial(k2, r), radial('d'+k2, r)
    out = np.zeros((4, 4))
    for i in range(4):
        for j in range(4):
            if (ls[i], ls[j]) == (0, 1): out[i, j] = np.sum(w*r*r*f[i]*(3*g[j]+r*dg[j]))/np.sqrt(3)
            if (ls[i], ls[j]) == (1, 0): out[i, j] = np.sum(w*r**3*f[i]*dg[j])/np.sqrt(3)
    return out
G = one('shp', 'ps'); C = np.linalg.inv(G)          # p_i = sum_k C_ik shp_k
q = one('ae', 'ae')-one('ps', 'ps'); X0 = one('chi', 'ps')
nmat = nabla('ae', 'ae', r, wr)-nabla('ps', 'ps', r, wr)
M = C @ nabla('shp', 'ps', r, wr)
assert np.all(poly[0](r) < 0)                        # nodeless pseudo 2s
assert abs(nmat+nmat.T).max() < 1e-11

# Fourier-Bessel two-centre integrals
k, wk = panels(np.arange(0, 121), 12)
jkr = [spherical_jn(l, np.outer(k, r)) for l in (0, 1)]
FT = {kd: [jkr[ls[i]] @ (wr*r*r*rl[i]*radial(kd, r)[i]) for i in range(4)] for kd in ('chi', 'shp')}
def two(F1, l1, F2, l2, d):
    s = 0.0
    for L in range(abs(l1-l2), l1+l2+1, 2):
        ang = (-1.0)**((l1-l2-L)//2)*(2*L+1)*np.sqrt((2*l1+1)*(2*l2+1))*float(wigner_3j(l1, l2, L, 0, 0, 0)**2)
        s += ang*np.sign(d)**L*np.sum(wk*k*k*F1*F2*spherical_jn(L, k*abs(d)))
    return 2/np.pi*s
Dk = lambda d: np.array([[two(FT['chi'][i], ls[i], FT['chi'][j], ls[j], d) for j in range(4)] for i in range(4)])

def mats(d):
    r1, z1, r2, z2, w = bipolar(d)
    kinds = ('ae', 'ps', 'chi', 'shp')
    a = {x: orb(x, r1, z1)*w for x in kinds}; b = {x: orb(x, r2, z2) for x in kinds}
    m = {'ae': a['ae'] @ b['ae'].T, 'ps': a['ps'] @ b['ps'].T, 'X1': a['chi'] @ b['ps'].T,
         'X2': a['ps'] @ b['chi'].T, 'D': a['chi'] @ b['chi'].T,
         'sA': a['shp'] @ b['ps'].T, 'sB': a['ps'] @ b['shp'].T,
         'cres': (a['chi']*(r2 > rc)) @ b['ps'].T,
         'P': C @ (a['shp'] @ orb('ps', r1, z1).T), 'Pp': C @ ((b['shp']*w) @ b['ps'].T)}
    m['SR'] = m['ps']+q @ C @ m['sA']; m['SRp'] = m['ps']+m['sB'] @ C.T @ q
    m['mean'] = (m['SR']+m['SRp'])/2; m['mix'] = m['ps']+q
    return m
for d in (0.3, -0.3, 1.0, 2.0):
    assert abs(Dk(d)-mats(d)['D']).max() < 1e-8
assert abs(Dk(3.2)).max() < 1e-8                     # no lens

# Gaussians outside the partial-wave span: definition on a grid versus four-term formula
g1, g2 = (0.5, 0.4), (0.8, -0.3)                     # exponent, centre on z
nrm = lambda g: (2*g[0]/np.pi)**0.75
gval = lambda g, r, z: nrm(g)*np.exp(-g[0]*(r*r-2*g[1]*z+g[1]**2))
def vec(kd, g, centre):
    Fg = np.sqrt(4*np.pi)*nrm(g)*np.sqrt(np.pi)/(4*g[0]**1.5)*np.exp(-k*k/(4*g[0]))
    return np.array([two(FT[kd][i], ls[i], Fg, 0, g[1]-centre) for i in range(4)])
gg = nrm(g1)*nrm(g2)*(np.pi/(g1[0]+g2[0]))**1.5*np.exp(-g1[0]*g2[0]/(g1[0]+g2[0])*(g1[1]-g2[1])**2)
def four_term(ga, gb, d):
    Pa, Pb = C @ vec('shp', ga, 0), C @ vec('shp', gb, d)
    return gg+Pa @ vec('chi', gb, 0)+vec('chi', ga, d) @ Pb+Pa @ Dk(d) @ Pb
def by_definition(ga, gb, r1, z1, r2, z2, w):
    fa, fb = gval(ga, r1, z1), gval(gb, r1, z1)
    fa = fa+(C @ (orb('shp', r1, z1) @ (w*fa))) @ orb('chi', r1, z1)
    fb = fb+(C @ (orb('shp', r2, z2) @ (w*fb))) @ orb('chi', r2, z2)
    return np.sum(w*fa*fb)
for d in (d0, 1.2, dfar):
    assert abs(four_term(g1, g2, d)-by_definition(g1, g2, *bipolar(d))) < 1e-7
O12, O21 = four_term(g1, g2, d0), four_term(g2, g1, d0)
assert abs(O12-O21) > 1e-5                           # not Hermitian
mu, wm = leggauss(40)
R, Zc, W = np.outer(ro, 1+0*mu).ravel(), np.outer(ro, mu).ravel(), np.outer(2*np.pi*wo*ro*ro, wm).ravel()
TT = by_definition(g1, g2, R, Zc, R, Zc, W)
P1, P2 = C @ vec('shp', g1, 0), C @ vec('shp', g2, 0)
Sg = gg+P1 @ q @ P2
res = P1 @ (vec('chi', g2, 0)-X0 @ P2)+P2 @ (vec('chi', g1, 0)-X0 @ P1)
assert abs(TT-Sg-res) < 1e-7 and abs(res) > 1e-6

# closed forms of the 2s/2pz all-electron overlaps, p = Z d/2, prolate spheroidal coordinates
p, xi, eta = sp.symbols('p xi eta', positive=True)
left = [1-p*(xi+eta)/2, p*(1+xi*eta)/2]; right = [1-p*(xi-eta)/2, p*(xi*eta-1)/2]
An = lambda n: sum(sp.factorial(n)/sp.factorial(n-j)/p**(j+1) for j in range(n+1))
def closed(fa, fb):
    P = sp.Poly(sp.integrate(sp.expand(p**3/4*fa*fb*(xi**2-eta**2)), (eta, -1, 1)), xi)
    return sp.expand(sum(cf*An(mon[0]) for mon, cf in P.terms()))
pol = [[closed(fa, fb) for fb in right] for fa in left]
exact = lambda d: np.array([[float((e*sp.exp(-p)).subs(p, Z*d/2)) for e in row] for row in pol])
ser = lambda e: sp.expand(sp.series(e*sp.exp(-p), p, 0, 4).removeO())
blk = np.ix_([0, 2], [0, 2])
assert ser(pol[0][1]).coeff(p, 1) == 0 and abs(nabla('ae', 'ae', ro, wo)[0, 2]) < 1e-11
p2 = np.sum(wo*ro*ro*duae[0](ro)**2)
assert abs(float(ser(pol[0][0]).coeff(p, 2))*(Z/2)**2+p2/6) < 1e-11
store = {}
for d in (d0, dfar):
    m = mats(d); m['D'] = Dk(d)
    m['four'] = m['ps']+m['P'].T @ m['X1']+m['X2'] @ m['Pp']+m['P'].T @ m['D'] @ m['Pp']
    assert abs(m['four'][blk]-exact(d)).max() < 1e-8
    for key in ('SR', 'SRp', 'mean', 'mix'):
        assert abs(m[key][blk]-exact(d)).max() > 1e-4
    store[d] = m

# slopes and curvature by Richardson finite differences versus one-centre formulas
h = 0.01; fd = {s: mats(s*h) for s in (1, -1, 2, -2)}
pred = {'SR': -nmat+q @ M, 'SRp': -nmat-M.T @ q, 'mean': -nmat+(q @ M-M.T @ q)/2, 'mix': -nmat}
for key in pred:
    e = {s: fd[s]['ae']-fd[s][key] for s in fd}
    slope = (4*(e[1]-e[-1])/(2*h)-(e[2]-e[-2])/(4*h))/3
    assert abs(slope-pred[key]).max() < 1e-6 and abs(slope[blk]).max() > 1e-4
dT = 0.5*np.sum(wr*r*r*(radial('dae', r)[0]**2-radial('dps', r)[0]**2))
Qs = {s: fd[s]['X1'][0, 0]+fd[s]['X2'][0, 0]+fd[s]['D'][0, 0]-q[0, 0] for s in fd}
curv = (4*(Qs[1]+Qs[-1])/h**2-(Qs[2]+Qs[-2])/(4*h*h))/3
assert abs(curv+2*dT/3) < 1e-5
power = np.log2(fd[2]['cres'][0, 0]/fd[1]['cres'][0, 0])
assert abs(power-5) < 0.15

def reexpanded(m, sub):
    Cs = np.zeros((4, 4)); ix = np.ix_(sub, sub); Cs[ix] = np.linalg.inv(G[ix])
    return m['ps']+X0 @ Cs @ m['sA']+m['sB'] @ Cs.T @ X0.T+m['D']

row = lambda lab, a: print(f"{lab:30s}"+" ".join(f"{x:10.6f}" for x in np.ravel(a)))
print(f"Z = {Z}, r_c = {rc} bohr, d = {d0} bohr = {d0*bohr_A:.4f} Angstrom, p = Zd/2 = {Z*d0/2:.3f}")
row("u(0) AE 2s, pseudo 2s [a.u.]", [uae[0](0.0), poly[0](0.0)])
row("q 2s2s 2s3s 2p2p 2p3p", [q[0, 0], q[0, 1], q[2, 2], q[2, 3]])
print(f"n(2s,2p) = {nmat[0,2]:.6f} 1/bohr = {nmat[0,2]/bohr_A:.6f} 1/Angstrom, n(2p,2s) = {nmat[2,0]:.6f} 1/bohr")
row("qM sp, ps [1/bohr]", [(q @ M)[0, 2], (q @ M)[2, 0]])
print(f"<p^2> 2s = {p2:.6f} 1/bohr^2, Delta T 2s = {dT:.6f} hartree, Q''ss = {curv:.6f} 1/bohr^2")
for i, a_ in enumerate('sp'):
    for j, b_ in enumerate('sp'):
        print(f"<2{a_}|2{b_}'> = exp(-p)*({pol[i][j]})")
print("series <2s|2p'> =", ser(pol[0][1]), "; <2s|2s'> =", ser(pol[0][0]))
for d in (d0, dfar):
    m = store[d]
    print(f"--- d = {d} bohr, dimensionless, columns ss' sp' ps' pp'")
    for lab, key in (("<ps|ps'>", 'ps'), ("P<chi|ps'>", 'X1'), ("<ps|chi'>P'", 'X2'), ("P D P'", 'D'), ("four-term sum", 'four')):
        row(lab, m[key][blk])
    row("closed form", exact(d))
    for lab, key in (("S_R", 'SR'), ("S_R'", 'SRp'), ("mean S", 'mean'), ("mixed p q p'", 'mix')):
        row(lab, m[key][blk]); row("  exact - "+lab, exact(d)-m[key][blk])
print("--- error slopes [1/bohr], columns ss' sp' ps' pp'")
for key in pred: row("slope "+key, pred[key][blk])
row("exact - reexpanded, 1 per l", exact(d0)-reexpanded(store[d0], [0, 2])[blk])
row("exact - reexpanded, 2 per l", exact(d0)-reexpanded(store[d0], [0, 1, 2, 3])[blk])
print(f"crescent ss' at d={d0}: {store[d0]['cres'][0,0]:.3e}; power of d from 0.01, 0.02 bohr: {power:.3f}")
print(f"D ss' at d = 1.0, 2.0, 3.2 bohr: {Dk(1.0)[0,0]:.4e} {Dk(2.0)[0,0]:.4e} {Dk(3.2)[0,0]:.1e}")
print(f"Gaussians (exponent 1/bohr^2, centre bohr): {g1}, {g2}; <g1|g2> = {gg:.6f}")
print(f"d={d0} bohr: <g1|O|g2> = {O12:.6f}, <g2|O|g1> = {O21:.6f}")
print(f"d=0: T+T = {TT:.6f}, S = {Sg:.6f}, residual term = {res:.3e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Z = 3, r_c = 1.5 bohr, d = 0.3 bohr = 0.1588 Angstrom, p = Zd/2 = 0.450
u(0) AE 2s, pseudo 2s [a.u.]    3.674235  -0.197318
q 2s2s 2s3s 2p2p 2p3p           0.019255   0.005358   0.054104   0.031617
n(2s,2p) = 0.234896 1/bohr = 0.443888 1/Angstrom, n(2p,2s) = -0.234896 1/bohr
qM sp, ps [1/bohr]              0.122819  -0.023551
<p^2> 2s = 2.250000 1/bohr^2, Delta T 2s = 0.835728 hartree, Q''ss = -0.557150 1/bohr^2
<2s|2s'> = exp(-p)*(p**4/15 + p**2/3 + p + 1)
<2s|2p'> = exp(-p)*(p**4/15 + p**3/15)
<2p|2s'> = exp(-p)*(-p**4/15 - p**3/15)
<2p|2p'> = exp(-p)*(-p**4/15 - 2*p**3/15 + p**2/5 + p + 1)
series <2s|2p'> = p**3/15 ; <2s|2s'> = 1 - p**2/6
--- d = 0.3 bohr, dimensionless, columns ss' sp' ps' pp'
<ps|ps'>                        0.972154   0.070857  -0.070857   0.895812
P<chi|ps'>                     -0.039495  -0.051510   0.001961   0.020942
<ps|chi'>P'                    -0.039495  -0.001961   0.051510   0.020942
P D P'                          0.076179  -0.011769   0.011769   0.003198
four-term sum                   0.969344   0.005617  -0.005617   0.940894
closed form                     0.969344   0.005617  -0.005617   0.940894
S_R                             0.988292   0.036538  -0.064318   0.940813
  exact - S_R                  -0.018948  -0.030921   0.058701   0.000082
S_R'                            0.988292   0.064318  -0.036538   0.940813
  exact - S_R'                 -0.018948  -0.058701   0.030921   0.000082
mean S                          0.988292   0.050428  -0.050428   0.940813
  exact - mean S               -0.018948  -0.044811   0.044811   0.000082
mixed p q p'                    0.991409   0.070857  -0.070857   0.949916
  exact - mixed p q p'         -0.022065  -0.065240   0.065240  -0.009021
--- d = 3.5 bohr, dimensionless, columns ss' sp' ps' pp'
<ps|ps'>                        0.366754   0.327209  -0.327209  -0.301313
P<chi|ps'>                     -0.009990  -0.012338  -0.001517  -0.001987
<ps|chi'>P'                    -0.009990   0.001517   0.012338  -0.001987
P D P'                         -0.000000  -0.000000   0.000000  -0.000000
four-term sum                   0.346775   0.316388  -0.316388  -0.305287
closed form                     0.346775   0.316388  -0.316388  -0.305287
S_R                             0.367119   0.327652  -0.328994  -0.303642
  exact - S_R                  -0.020344  -0.011264   0.012605  -0.001644
S_R'                            0.367119   0.328994  -0.327652  -0.303642
  exact - S_R'                 -0.020344  -0.012605   0.011264  -0.001644
mean S                          0.367119   0.328323  -0.328323  -0.303642
  exact - mean S               -0.020344  -0.011934   0.011934  -0.001644
mixed p q p'                    0.386009   0.327209  -0.327209  -0.247209
  exact - mixed p q p'         -0.039234  -0.010821   0.010821  -0.058078
--- error slopes [1/bohr], columns ss' sp' ps' pp'
slope SR                        0.000000  -0.112076   0.211344   0.000000
slope SRp                      -0.000000  -0.211344   0.112076  -0.000000
slope mean                      0.000000  -0.161710   0.161710   0.000000
slope mix                      -0.000000  -0.234896   0.234896  -0.000000
exact - reexpanded, 1 per l    -0.002244  -0.016052   0.016052  -0.000081
exact - reexpanded, 2 per l    -0.000070  -0.000667   0.000667   0.000002
crescent ss' at d=0.3: -2.844e-05; power of d from 0.01, 0.02 bohr: 4.993
D ss' at d = 1.0, 2.0, 3.2 bohr: 1.2035e-02 2.2682e-05 -6.4e-14
Gaussians (exponent 1/bohr^2, centre bohr): (0.5, 0.4), (0.8, -0.3); <g1|g2> = 0.825461
d=0.3 bohr: <g1|O|g2> = 0.447715, <g2|O|g1> = 0.537619
d=0: T+T = 0.519144, S = 0.523120, residual term = -3.977e-03
ALL CHECKS PASSED
```
